\section*{Why piezoresponse contrast fades for domains narrower than the tip field}

\section{What the tip adds up}

\textsc{Q.} My piezoresponse images show strong contrast between wide up and down domains. When the stripes are narrower than the field under the tip, the contrast nearly disappears, although the polarization is still there. Where does it go?

\textsc{A.} The tip never reads one domain. It reads a weighted sum over all the material that its field strains, and neighbouring stripes enter with opposite signs. To see how complete the cancellation is, we need the weight.

Let the ferroelectric fill $z>0$, with $z$ pointing into it. The stripes have walls normal to $x$ that run straight down, and $s(x)=\pm1$ gives the polarity, $+1$ meaning a polar axis along $+z$. Reversal changes the sign of the piezoelectric coefficients but leaves the elastic and dielectric tensors alone. I take both of these isotropic, with Poisson ratio $\nu$, treat the drive as quasi-static, and neglect the back-action of the strain on the field. The piezoelectric strain is then
\begin{equation}
\varepsilon^*_{xx}=\varepsilon^*_{yy}=s\,d_{31}E_z,\quad
\varepsilon^*_{zz}=s\,d_{33}E_z,\quad
2\varepsilon^*_{jz}=s\,d_{15}E_j,
\end{equation}
with $j=x,y$.

\textsc{Q.} How does strain at depth become a height at the surface?

\textsc{A.} By reciprocity. Let $\varepsilon$ be the total strain, so that the stress is $\sigma=c:(\varepsilon-\varepsilon^*)$, with $c$ the stiffness. Compare this state with a second one, in which a unit force pushes along $+z$ at the contact point and produces stress $\sigma^B$ and strain $\varepsilon^B$, with $\sigma^B=c:\varepsilon^B$. Virtual work gives two statements:
\begin{equation}
\int\sigma^B:\varepsilon\,dV=u_z(0),\qquad
\int\sigma:\varepsilon^B\,dV=0 .
\end{equation}
The first holds because $\sigma^B$ balances the unit force, the second because $\sigma$ balances no external load. Since $c$ is symmetric, the second integral equals $\int\sigma^B:(\varepsilon-\varepsilon^*)\,dV$. Hence $u_z(0)=\int\sigma^B:\varepsilon^*dV$, and the upward displacement is
\begin{equation}
h=-\int s\left[d_{33}\sigma^B_{zz}E_z+d_{31}(\sigma^B_{xx}+\sigma^B_{yy})E_z
+d_{15}\sigma^B_{jz}E_j\right]dV, \label{h}
\end{equation}
summed over $j$. Moving the tip moves $\sigma^B$ and $E$ together across the fixed pattern, so $h$ is a convolution of $s$ with a kernel $K$, the depth integral of everything that multiplies $s$. The kernel is the field times an elastic weight, not the field alone.

\section{The response to one wavelength}

\textsc{Q.} Can that kernel be found explicitly?

\textsc{A.} Its Fourier transform can. First take a surface pressure $\cos px$ in place of the point force. In plane strain, use a stress function $\chi$ with $\sigma_{zz}=\partial_x^2\chi$, $\sigma_{xx}=\partial_z^2\chi$, $\sigma_{xz}=-\partial_x\partial_z\chi$. The decaying biharmonic form is $\chi=(A+Bz)e^{-pz}\cos px$. At $z=0$, $\sigma_{zz}=-\cos px$ requires $A=1/p^2$, and $\sigma_{xz}=0$ requires $B=pA=1/p$. Differentiation gives
\begin{align}
\sigma_{zz}&=-(1+pz)e^{-pz}\cos px,\\
\sigma_{xx}&=-(1-pz)e^{-pz}\cos px,\\
\sigma_{xz}&=-pz\,e^{-pz}\sin px .
\end{align}
Plane strain adds $\sigma_{yy}=\nu(\sigma_{xx}+\sigma_{zz})=-2\nu e^{-pz}\cos px$. A point force contains every in-plane wavevector $\mathbf p$ with unit amplitude, so its stress has the transforms
\begin{equation}
\begin{aligned}
\hat\sigma_{zz}&=-(1+pz)e^{-pz},\qquad \hat\sigma_{jz}=ip_jz\,e^{-pz},\\
\hat\sigma_{xx}+\hat\sigma_{yy}&=-(1+2\nu-pz)e^{-pz}.
\end{aligned}
\end{equation}

For the tip, take a charge at effective height $d$, with $V$ the potential it produces at the surface directly below:
\begin{equation}
\phi=\frac{Vd}{\sqrt{\rho^2+(z+d)^2}},\qquad
\hat\phi=\frac{2\pi Vd}{k}e^{-k(z+d)} .
\end{equation}
From $\mathbf E=-\nabla\phi$ follow $\hat E_z=k\hat\phi$ and $\hat E_j=-ik_j\hat\phi$.

Now let the pattern be $\cos qx$ with the tip over a crest, and call the response $T(q)$. The transform of a product is a convolution, so field wavevector $\mathbf k$ meets stress wavevector $\mathbf p=\mathbf q-\mathbf k$. The depth integrals are
\begin{equation}
\int_0^\infty e^{-(p+k)z}dz=\frac1{p+k},\qquad
\int_0^\infty z\,e^{-(p+k)z}dz=\frac1{(p+k)^2}.
\end{equation}
In the shear term $-(ip_j)(-ik_j)=-\mathbf p\cdot\mathbf k$, and squaring $\mathbf q=\mathbf p+\mathbf k$ gives $-\mathbf p\cdot\mathbf k=(p^2+k^2-q^2)/2$. The prefactor is $2\pi Vd/(2\pi)^2$. Together,
\begin{equation}
\begin{aligned}
\frac{T(q)}V=\frac d{2\pi}\int d^2k\,e^{-kd}\Big\{&
d_{33}\frac{k+2p}{(k+p)^2}
+d_{31}\Big[\frac{1+2\nu}{k+p}-\frac p{(k+p)^2}\Big]\\
&+d_{15}\frac{p^2+k^2-q^2}{2k(k+p)^2}\Big\}. \label{T}
\end{aligned}
\end{equation}

\textsc{Q.} What does this give for a single large domain?

\textsc{A.} Set $q=0$, so $p=k$. The three terms in braces become $3d_{33}/(4k)$, $(\tfrac14+\nu)d_{31}/k$ and $d_{15}/(4k)$. With $\int d^2k\,e^{-kd}/k=2\pi/d$,
\begin{equation}
T(0)=\left[\tfrac34d_{33}+\tfrac14d_{15}+(\tfrac14+\nu)d_{31}\right]V .
\end{equation}
The height $d$ has dropped out: a uniform domain does not reveal how wide the field is.

\section{Narrow stripes}

\textsc{Q.} And for alternating stripes of equal width $w$?

\textsc{A.} Put $x=0$ at the centre of an up stripe. The square wave of period $2w$ is
\begin{equation}
s(x)=\frac4\pi\sum_{n\ \mathrm{odd}}\frac{(-1)^{(n-1)/2}}n\cos\frac{n\pi x}w .
\end{equation}
Define the contrast $C$ as half the difference between the signals over neighbouring up and down centres. For equal stripes those signals are opposite, so $C$ is the signal over the up centre:
\begin{equation}
C=\frac4\pi\sum_{n\ \mathrm{odd}}\frac{(-1)^{(n-1)/2}}n\,T\!\left(\frac{n\pi}w\right). \label{C}
\end{equation}
There is no $n=0$ term. The part of the kernel that sees a uniform domain finds nothing to read, and only its short-wave content remains. For any integrable kernel this tends to zero as $w\to0$, because the kernel hardly changes from one stripe to the next over most of its extent. How fast it tends to zero depends on the kernel's sharpest feature.

\textsc{Q.} How fast is it here?

\textsc{A.} Take $w\ll d$, so that $qd\gg1$. The factor $e^{-kd}$ keeps $k$ near $1/d$, much smaller than $q$, and $p\simeq q$. To leading order the $d_{33}$ term is $2/q$ and the $d_{31}$ term is $(1+2\nu)/q-1/q=2\nu/q$. With $\theta$ the angle between $\mathbf k$ and $\mathbf q$, $p^2=q^2+k^2-2qk\cos\theta$, so the $d_{15}$ term is $(k-q\cos\theta)/(k+p)^2\simeq-\cos\theta/q$, which averages to zero over angle. Since $\int d^2k\,e^{-kd}=2\pi/d^2$,
\begin{equation}
T(q)\to\frac{2(d_{33}+\nu d_{31})V}{qd}. \label{Tq}
\end{equation}
Inserting $q=n\pi/w$ in Eq.~(\ref{C}) leaves the sum $G=1-\frac1{3^2}+\frac1{5^2}-\dots=0.916$, Catalan's constant, and
\begin{equation}
C\to\frac{8G}{\pi^2}\,(d_{33}+\nu d_{31})\,\frac{Vw}{d}\qquad(w\ll d). \label{law}
\end{equation}
With a point contact and perfectly sharp walls, the contrast vanishes linearly with width. There is then no width at which it switches off; it sinks until the noise covers it. Walls of finite width make it fall faster once the stripes are about as narrow as the walls.

\textsc{Q.} How narrow must the stripes be for the linear law?

\textsc{A.} The next order tells us. Expand Eq.~(\ref{T}) once more in $k/q$ and average over angle. The $d_{33}$ term becomes $2/q-3k/q^2$ and the $d_{31}$ term $2\nu/q+(1-2\nu)k/q^2$. In the $d_{15}$ term, the explicit $k$ gives $+k/q^2$. Using $k+p\simeq q+k(1-\cos\theta)$, the part $-q\cos\theta/(k+p)^2$ gives $2k\langle\cos\theta-\cos^2\theta\rangle/q^2=-k/q^2$, and the two cancel. The weight $e^{-kd}$ gives $k$ the mean value $2/d$, so the correction to $T/V$ is $-[6d_{33}-2(1-2\nu)d_{31}]/(qd)^2$. The harmonic sum is now $1-\frac1{3^3}+\frac1{5^3}-\dots=\pi^3/32$, and
\begin{equation}
\frac CV\simeq\frac{8G}{\pi^2}(d_{33}+\nu d_{31})\frac wd
-\frac{3d_{33}-(1-2\nu)d_{31}}4\,\frac{w^2}{d^2}. \label{next}
\end{equation}

\textsc{Q.} I would have expected a smooth field to wash out fine stripes exponentially.

\textsc{A.} The field alone would. At the surface $E_z=Vd^2/(\rho^2+d^2)^{3/2}$. Integrated along the stripes and normalized, this is the Lorentzian $d/[\pi(x^2+d^2)]$, whose transform is $e^{-qd}$. Used as the kernel, it would give the fraction
\begin{equation}
\frac4\pi\sum_{n\ \mathrm{odd}}\frac{(-1)^{(n-1)/2}}n e^{-n\pi d/w}
=\frac4\pi\arctan e^{-\pi d/w}
\end{equation}
of the uniform response. But the height is read at a point. A point force has no length scale, so $\sigma^B$ is $1/r^2$ times a function of direction, and its integral over depth is proportional to $1/\rho$. Close to the contact the field is nearly constant, so $K$ has a $1/\rho$ peak. The two-dimensional transform of $1/\rho$ is $2\pi/q$, which is the power law of Eq.~(\ref{Tq}). The stripe under the contact keeps a small advantage over its neighbours, however broad the field.

\section{Numbers for a film}

\textsc{Q.} What would I measure?

\textsc{A.} Take rough values in the regime of a tetragonal lead zirconate titanate film: $d_{33}=80$, $d_{31}=-30$ and $d_{15}=120$ pm/V, with $\nu=0.3$. Let $d=20$ nm and $V=0.1$ V. Here $V$ is still the potential at the film surface. If a gap or dead layer separates the tip from the film, the applied voltage is larger, and for a film of high permittivity it can be many times larger. A wide domain gives
\begin{equation}
T(0)/V=60+30-0.55\times30=73.5\ \text{pm/V},
\end{equation}
or 7.35 pm. The linear law gives $0.7425\times(80-9)\times0.1=5.27$ pm times $w/d$. The full sum, Eq.~(\ref{C}), gives:

\begin{center}
\begin{tabular}{rrrr}
$w$ (nm) & $C$ (pm) & $C/T(0)$ & field-only fraction\\
\hline
200 & 6.40 & 0.87 & 0.80\\
50 & 4.52 & 0.62 & 0.35\\
20 & 2.84 & 0.39 & 0.055\\
10 & 1.78 & 0.24 & 0.0024\\
5 & 1.05 & 0.14 & $4\times10^{-6}$\\
1 & 0.25 & 0.034 & $7\times10^{-28}$
\end{tabular}
\end{center}

Half of the uniform response is lost at $w=32$ nm, about $1.6\,d$. At 5 nm the linear law gives 1.32 pm, 26\% above the full sum. At 1 nm, Eq.~(\ref{next}) gives $0.264-0.1\times63\times0.05^2=0.248$ pm, against 0.249 pm from the full sum.

As a test, Eq.~(\ref{h}) was also integrated in real space, with the point-force stress and explicit walls, for equal stripes of 5, 20 and 80 nm and for alternating widths of 6 and 4 nm. It agreed with the harmonic sums to $2.2\times10^{-6}$ of the uniform response.

\textsc{Q.} My up and down stripes are rarely equal. Does that matter?

\textsc{A.} It changes what the image looks like. For up width $a$ and down width $b$, the average of $s$ is $(a-b)/(a+b)$, and
\begin{equation}
s(x)=\frac{a-b}{a+b}+\frac4\pi\sum_{n\ge1}\frac1n\sin\frac{n\pi a}{a+b}\cos\frac{2\pi nx}{a+b}.
\end{equation}
The constant term is read with the full weight $T(0)$, however fine the pattern. For widths of 6 and 4 nm it contributes $0.2\times7.35=1.47$ pm. The signal is 2.36 pm over the up centres and 0.32 pm over the down centres. Both are positive, so in this case the phase does not reverse over the down domains, although half the difference is still 1.02 pm. A missing phase reversal is therefore not proof of a missing domain.

\section{A contact of finite size}

\textsc{Q.} A real tip does not touch at a point. Does the $1/\rho$ peak survive?

\textsc{A.} Only outside the contact; within a distance of about the contact radius it is rounded off. Suppose a rigid, frictionless tip at constant load touches a disc of radius $R$, and treat the disc as fixed. (Under a rounded tip its edge does shift at first order, but the contact pressure vanishes there, so the shift does not alter the tip height at that order.) If the free surface would rise by $u(\boldsymbol\rho)$, the tip rises by $\delta$, and a pressure change $\Delta p$ of zero total force depresses the surface by $u-\delta$. Compare this with a flat punch under unit load, whose pressure $p_f=1/(2\pi R\sqrt{R^2-\rho^2})$ depresses the disc uniformly by some $D$. Reciprocity gives
\begin{equation}
\int p_f\,(u-\delta)\,d^2\rho=D\int\Delta p\,d^2\rho=0
\quad\Rightarrow\quad \delta=\int p_f\,u\,d^2\rho .
\end{equation}
The tip reads an average of $u$ weighted by $p_f$. In Eq.~(\ref{T}) this replaces the point force by $p_f$, so the integrand gains the transform of $p_f$. With $\rho=R\sin\beta$ and the power series of $J_0$,
\begin{equation}
\int_0^{\pi/2}\!J_0(pR\sin\beta)\sin\beta\,d\beta
=\sum_{m\ge0}\frac{(-1)^m(pR)^{2m}}{(2m+1)!}=\frac{\sin pR}{pR},
\end{equation}
because $\int_0^{\pi/2}\sin^{2m+1}\!\beta\,d\beta=4^m(m!)^2/(2m+1)!$.

For $w\ll d$ and $R\ll d$ we may set $p\simeq q=n\pi/w$. At $w=R$ every factor $\sin n\pi$ is then zero, so this estimate predicts a null. With $R=3$ nm the full integral gives 0.54 pm at $w=5$ nm, $-0.02$ pm at 3 nm and $-0.12$ pm at 2.1 nm. The sign has thus already changed slightly above $w=R$, and at 2.1 nm the contrast is inverted. The inversion does not last for all narrower stripes: since $n$ is odd, raising $R/w$ by one reverses every factor $\sin(n\pi R/w)$, so in this estimate the sign changes again at $w=R/2$, $R/3$ and so on.

For a rough noise floor of 0.5 pm and perfectly sharp walls, the narrowest visible stripes are 2.1 nm wide with a point contact and 4.9 nm wide with this one. The inverted signals computed here lie below that floor. These numbers belong to a field spread over $d=20$ nm. If bare metal at 0.1 V drives the film over the same 3 nm disc, the field is confined to the contact and the contrast is larger: about 2.0 pm at $w=5$ nm, a change of sign between 4 and 3 nm, and about $-0.8$ pm near 2.1 nm, which is above the floor.

\textsc{Q.} Then should I use a sharper field or more voltage?

\textsc{A.} For $R\ll w\ll d$, Eq.~(\ref{law}) contains $V$ and $d$ only as $V/d$, the peak field at the surface. Raising $V$ and reducing $d$ help equally, and both bring the film closer to switching. At a fixed peak field, reducing $d$ gains nothing in this regime. The equality holds to leading order only. By Eq.~(\ref{next}) a smaller $d$ is somewhat less effective: at $w=5$ nm with a point contact, halving $d$ multiplies the contrast by 1.71 rather than 2, and by 0.85 if $V/d$ is held fixed. A smaller contact radius does help when $R$ is below $w$ but comparable with it. In this model it costs no field, because $V$ and $d$ are held fixed, as if a gap or dead layer spread the field. If bare metal touches the film over the whole disc, the field at its centre is $2V/(\pi R)$, and a smaller radius raises it.

\textsc{Q.} How far should I trust these numbers for a real film?

\textsc{A.} As estimates. The surface potential of 0.1 V was chosen to stay below switching. It gives a peak field of 0.05 MV/cm, half of a rough coercive field of 0.1 MV/cm, whereas 1 V at the same $d$ would give five times the coercive field. This margin belongs to the spread field assumed here: bare metal at 0.1 V, touching over a disc of 3 nm radius, would give 0.21 MV/cm at the centre, more towards the rim, and could switch the film. Of the changes computed for 5 nm stripes, the largest comes from the contact: a 3 nm radius multiplies the contrast by 0.52. The other changes were computed one at a time with a point contact. Dielectric anisotropy with $\gamma=\sqrt{\varepsilon_{33}/\varepsilon_{11}}$ equal to 0.8 or 1.25 multiplies the contrast by 1.18 or 0.84. A wall profile $\tanh(x/0.5\,\text{nm})$ multiplies it by 0.98. For 1 nm stripes such walls overlap, and the factor depends on how the profile is continued: about 0.46 if the walls are superposed, about 0.6 if each point follows its nearest wall. The last row of the table therefore describes ideally sharp walls. The neglected back-action has the relative scale $d_{33}^2Y/\varepsilon\approx0.14$ for a Young modulus $Y=100$ GPa and relative permittivity 500; this is a size, not a computed error, and it scales as $1/\varepsilon$. A single-domain, titanium-rich tetragonal crystal with $d_{33}$ near 80 pm/V has a much smaller intrinsic $\varepsilon_{33}$ (Landau theory gives about 70 for PbTiO$_3$, with $\gamma\approx0.73$). At a relative permittivity of 100 the same expression gives 0.7, and the back-action is then not small. In a film 200 nm thick, the model places 8\% of the uniform response below the film, so clamping by the substrate and the lower electrode will alter the wide-domain value. Thermal motion of a rigid tip on a contact of 3 nm radius, which grows as $R^{-1/2}$ for smaller contacts, is about 2.5 pm rms at 300 K over the full band, so a 0.5 pm floor presumes narrow-band detection. Electrostatic forces on the cantilever are left out altogether. Most of these values are listed in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
d33, d31, d15 (rough): 80, -30, 120 pm/V
Poisson ratio: 0.3
tip charge height d: 20 nm; tip voltage: 0.1 V
rough noise floor: 0.5 pm
Catalan constant: 0.91597
prefactor 8G/pi^2: 0.7425
uniform response: 73.50 pm/V = 7.350 pm
width nm | contrast pm | share of uniform | narrow law pm | field-only share
   400 | 6.8521 | 0.9323 | 105.4284 | 9.00e-01
   200 | 6.4041 | 0.8713 | 52.7142 | 8.03e-01
   100 | 5.6408 | 0.7675 | 26.3571 | 6.24e-01
    50 | 4.5235 | 0.6154 | 13.1786 | 3.53e-01
    20 | 2.8369 | 0.3860 | 5.2714 | 5.50e-02
    10 | 1.7849 | 0.2428 | 2.6357 | 2.38e-03
     5 | 1.0463 | 0.1424 | 1.3179 | 4.44e-06
     2 | 0.4742 | 0.0645 | 0.5271 | 2.89e-14
     1 | 0.2492 | 0.0339 | 0.2636 | 6.57e-28
contrast / narrow law at w = 0.08 nm: 0.9953
largest Fourier/real-space gap, share of uniform: 2.2e-06
width at half of uniform response: 31.7 nm
width at noise floor, point contact: 2.12 nm
width at noise floor, finite contact: 4.87 nm
unequal stripes, up/down widths: 6/4 nm
  signal over up centre: 2.358 pm
  signal over down centre: 0.316 pm
  position-averaged signal: 1.470 pm
neglected effects, domains of width 5 nm:
  contact radius 3 nm: contrast 0.5412 pm, factor 0.517
  same contact, w = 3.0 nm: -0.0204 pm
  same contact, w = 2.1 nm: -0.1193 pm
  wall half-width 0.5 nm: factor 0.979
  gamma = 0.8: factor 1.182 (uniform domain 0.934)
  gamma = 1.25: factor 0.839 (uniform domain 1.067)
  uniform response from below 200 nm: 8.3 %
  Young modulus 100 GPa, permittivity 500: feedback d33^2 Y/eps = 0.145
  peak field V/d: 0.050 MV/cm; rough coercive field: 0.1 MV/cm; ratio 0.50
  contact stiffness: 659 N/m
  full-band thermal motion at 300 K: 2.51 pm rms
\end{verbatim}
